\section*{Massless Compton Scattering with Spinor Helicity Amplitudes}

\section{Problem}

An electron of momentum $p$ absorbs a photon of momentum $k$ and emits one of momentum $k'$, leaving with momentum $p'$. Work at tree level, neglect the electron mass, and set
\begin{equation}
s=(p+k)^2=2p\cdot k,\quad u=(p-k')^2=-2p\cdot k',\quad t=(k-k')^2,
\end{equation}
so that $s+t+u=0$. Assume $u\ne0$. The metric is $(+,-,-,-)$ and the units are natural Heaviside--Lorentz units, $e^2=4\pi\alpha$. Hartree units, which set the electron mass to one, do not suit a massless electron.

Give each photon an \emph{outgoing label}. For the emitted photon it is the physical helicity; for the absorbed photon it is minus the physical helicity, because absorbing helicity $h$ is described by the same polarization vector as emitting helicity $-h$.

\begin{enumerate}
\item Choose reference spinors for which the amplitude vanishes diagram by diagram when the two outgoing labels are equal. What does this say about physical helicities?
\item Find the remaining amplitudes and their squared moduli.
\item Average over initial helicities and sum over final ones. Evaluate the result for scattering through $60^\circ$ in the centre-of-momentum frame.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item A massless momentum factorizes into spinors. Write the slashed polarization vectors in the same way, as sums of a ket times a bra.
\item The reference momentum of a photon may be any lightlike vector not parallel to the photon. The electron momenta $p$ and $p'$ are available.
\item In each diagram one polarization matrix acts on the incoming electron spinor and the other on the outgoing one. Ask which reference makes each of these products zero.
\item Take moduli only after the brackets have been simplified: then each bracket becomes the square root of an invariant.
\end{enumerate}

\section{Solution}

\subsection{Spinors and brackets}

Let $\lambda_i$ be the two-component right-handed spinor of the lightlike momentum $p_i$, normalized by $\lambda_i\lambda_i^\dagger=E_i+\boldsymbol\sigma\cdot\mathbf p_i$. With $\epsilon=i\sigma_2$, the left-handed one is $\mu_i=-\epsilon\lambda_i^*$, and $\mu_i\mu_i^\dagger=E_i-\boldsymbol\sigma\cdot\mathbf p_i$. In the chiral representation put
\begin{equation}
|i\rangle=\begin{pmatrix}0\\ \lambda_i\end{pmatrix},\quad
|i]=\begin{pmatrix}\mu_i\\0\end{pmatrix},\quad
[i|=(\lambda_i^\dagger,0),\quad \langle i|=(0,\mu_i^\dagger).
\end{equation}
Thus $|i\rangle$ and $[i|$ are $u_+$ and $\bar u_+$, while $|i]$ and $\langle i|$ are $u_-$ and $\bar u_-$. The brackets are
\begin{equation}
\langle ij\rangle=\lambda_i^T\epsilon\lambda_j=-\langle ji\rangle,\qquad
[ij]=\langle ji\rangle^*.
\end{equation}
In particular $\langle ii\rangle=[ii]=0$. Mixed products such as $[i|j\rangle$ also vanish, since their nonzero blocks do not meet. The two outer products above give
\begin{equation}
\slashed p_i=|i\rangle[i|+|i]\langle i| .
\end{equation}
Inserting this for $p_j$ between $\langle i|$ and $|i]$, and using $\bar u\gamma^\mu u=2p^\mu$, yields
\begin{equation}
\langle ij\rangle[ji]=\langle i|\slashed p_j|i]=2p_i\cdot p_j,
\qquad |\langle ij\rangle|^2=|[ij]|^2=2p_i\cdot p_j .
\label{mod}
\end{equation}

\subsection{Photon polarizations}

For an outgoing label $\pm$ and a lightlike reference $q$, take
\begin{equation}
E_+^\mu(k;q)=\frac{\langle q|\gamma^\mu|k]}{\sqrt2\,\langle qk\rangle},\qquad
E_-^\mu(k;q)=\frac{\langle k|\gamma^\mu|q]}{\sqrt2\,[kq]} .
\end{equation}
They are complex conjugates. Both satisfy $k\cdot E=0$, because $\slashed k|k]=0$ and $\langle k|\slashed k=0$. To check the helicity, let $\mathbf k$ point along $z$ and $\mathbf q$ along $-z$. Then $\mu_k\propto(0,1)^T$, $\mu_q\propto(1,0)^T$, and $\mu_q^\dagger(1,-\boldsymbol\sigma)\mu_k\propto(0,1,-i,0)$. This is the conjugate of the helicity $+1$ vector, as an emitted photon requires.

To slash these vectors we need the contraction of a current with $\gamma_\mu$. The Pauli completeness relation is
\begin{equation}
\delta_{\alpha\beta}\delta_{\gamma\delta}+\boldsymbol\sigma_{\alpha\beta}\cdot\boldsymbol\sigma_{\gamma\delta}=2\delta_{\alpha\delta}\delta_{\beta\gamma}.
\end{equation}
It turns the upper right block of $\langle a|\gamma^\mu|b]\gamma_\mu$ into $2\mu_b\mu_a^\dagger$. In the lower left block the sign of the second term is reversed, the right side becomes $2\epsilon_{\alpha\gamma}\epsilon_{\beta\delta}$, and the block is $2\lambda_a\lambda_b^\dagger$. Hence
\begin{equation}
\langle a|\gamma^\mu|b]\,\gamma_\mu=2\big(|b]\langle a|+|a\rangle[b|\big),
\label{fierz}
\end{equation}
and the polarization matrices are
\begin{align}
\slashed E_+(k;q)&=\frac{\sqrt2}{\langle qk\rangle}\big(|k]\langle q|+|q\rangle[k|\big),\\
\slashed E_-(k;q)&=\frac{\sqrt2}{[kq]}\big(|k\rangle[q|+|q]\langle k|\big).
\end{align}
Equation (\ref{fierz}) also fixes the norm: $E_+\cdot E_+^*=2\langle qk\rangle[qk]/(2\langle qk\rangle[kq])=-1$.

\subsection{The amplitude and the freedom of reference}

Each vertex contributes $ie\gamma^\mu$ for charge $-e$, and the propagator is $i$ times the slashed momentum over its square. Removing the overall $i$ gives
\begin{equation}
M=-e^2\,\bar u(p')\left[\frac{\slashed E'(\slashed p+\slashed k)\slashed E}{s}
+\frac{\slashed E(\slashed p-\slashed k')\slashed E'}{u}\right]u(p),
\label{amp}
\end{equation}
where $E$ belongs to $k$ and $E'$ to $k'$. The terms are called the $s$ and $u$ diagrams. Each has three gamma matrices, an odd number, so chirality makes the electron helicity the same before and after.

Why may $q$ be chosen at will? Three two-component spinors are linearly dependent, which gives $\langle q|\langle rk\rangle-\langle r|\langle qk\rangle=-\langle k|\langle qr\rangle$. With $\langle k|\gamma^\mu|k]=2k^\mu$ it follows that
\begin{equation}
E_+^\mu(k;q)-E_+^\mu(k;r)=-\frac{\sqrt2\,\langle qr\rangle}{\langle qk\rangle\langle rk\rangle}\,k^\mu .
\end{equation}
A new reference adds a multiple of $k$; conjugation gives the same for $E_-$. Now replace $E$ by $k$ in (\ref{amp}). Since $\slashed p\,u(p)=0$,
\begin{equation}
(\slashed p+\slashed k)\slashed k\,u(p)=(\slashed p+\slashed k)^2u(p)=s\,u(p).
\end{equation}
Since $k=p'-(p-k')$ and $\bar u(p')\slashed p'=0$,
\begin{equation}
\bar u(p')\slashed k(\slashed p-\slashed k')=-\bar u(p')(\slashed p-\slashed k')^2=-u\,\bar u(p').
\end{equation}
The bracket in (\ref{amp}) therefore reduces to $\slashed E'-\slashed E'=0$. Replacing $E'$ by $k'$ works in the same way, with $k'=(p+k)-p'$ on the left and $\slashed k'u(p)=-(\slashed p-\slashed k')u(p)$ on the right. The sum of diagrams is independent of both references, although each diagram depends on them.

\subsection{Equal labels}

Take a right-handed electron, so that $u(p)=|p\rangle$ and $\bar u(p')=[p'|$. For either photon, here written $k$,
\begin{equation}
\slashed E_+(k;q)|p\rangle=\frac{\sqrt2\,|k]\langle qp\rangle}{\langle qk\rangle},\qquad
[p'|\slashed E_-(k;q)=\frac{\sqrt2\,[p'q]\langle k|}{[kq]} .
\label{ends}
\end{equation}
The first vanishes for $q=p$ and the second for $q=p'$. For the right-handed electron one rule therefore serves all choices of labels:
\begin{equation}
\text{label }+:\ q=p,\qquad \text{label }-:\ q=p'.
\label{rule}
\end{equation}
The denominators have moduli $\sqrt s$ or $\sqrt{-u}$, so the rule is allowed when $u\neq0$. For a left-handed electron $p$ and $p'$ change places in the rule.

For labels $(+,+)$, the $s$ diagram ends in $\slashed E|p\rangle=0$ and the $u$ diagram in $\slashed E'|p\rangle=0$. For $(-,-)$, the $s$ diagram begins with $[p'|\slashed E'=0$ and the $u$ diagram with $[p'|\slashed E=0$. Hence
\begin{equation}
M(+,+)=M(-,-)=0 .
\end{equation}
Equal labels mean opposite physical helicities before and after. The statement is that the photon helicity does not flip. Physical amplitudes with equal initial and final photon helicities are the ones that remain.

\subsection{Unequal labels}

Let the labels of $(k,k')$ be $(+,-)$; both physical photon helicities are then $-1$. The rule (\ref{rule}) removes the $s$ diagram through $\slashed E|p\rangle=0$. The three factors of the $u$ diagram are
\begin{align}
[p'|\slashed E_+(k;p)&=\frac{\sqrt2\,[p'k]}{\langle pk\rangle}\langle p|,\\
\slashed E_-(k';p')|p\rangle&=\frac{\sqrt2\,\langle k'p\rangle}{[k'p']}|p'],\\
\langle p|(\slashed p-\slashed k')|p']&=-\langle pk'\rangle[k'p'] .
\end{align}
The bracket $[k'p']$ cancels in the product. With the prefactor $-e^2/u$ and $u=-\langle pk'\rangle[k'p]$,
\begin{align}
M(+,-)&=\frac{2e^2[p'k]\langle pk'\rangle\langle k'p\rangle}{\langle pk\rangle\,u}
=-\frac{2e^2[p'k]\langle k'p\rangle}{\langle pk\rangle[k'p]}\nonumber\\
&=\frac{2e^2[p'k]\langle pk'\rangle}{\langle pk\rangle[k'p]} .
\label{pm}
\end{align}

For labels $(-,+)$ both physical photon helicities are $+1$. Now $\slashed E'|p\rangle=0$ removes the $u$ diagram. The $s$ diagram has the factors
\begin{align}
[p'|\slashed E_+(k';p)&=\frac{\sqrt2\,[p'k']}{\langle pk'\rangle}\langle p|,\\
\slashed E_-(k;p')|p\rangle&=\frac{\sqrt2\,\langle kp\rangle}{[kp']}|p'],\\
\langle p|(\slashed p+\slashed k)|p']&=\langle pk\rangle[kp'] .
\end{align}
Multiplying by $-e^2/s$ and using $s=\langle pk\rangle[kp]$,
\begin{equation}
M(-,+)=-\frac{2e^2[p'k']\langle kp\rangle}{\langle pk'\rangle[kp]}
=\frac{2e^2[p'k']\langle pk\rangle}{\langle pk'\rangle[kp]} .
\label{mp}
\end{equation}

Momentum conservation gives $2p'\cdot k=2p\cdot k'=-u$ and $2p'\cdot k'=2p\cdot k=s$. With (\ref{mod}),
\begin{align}
|M(+,-)|^2&=4e^4\frac{(-u)(-u)}{s(-u)}=-4e^4\frac us,\\
|M(-,+)|^2&=4e^4\frac{s\,s}{(-u)s}=-4e^4\frac su .
\end{align}
Both are positive because $u<0<s$. The second grows as $u\to0$ although only the $s$ diagram was left: the small denominator $\langle pk'\rangle$ came from the polarization vector. The pole structure must be read from the whole amplitude, not from the propagator of one diagram in a chosen gauge.

\subsection{The average}

Parity reverses all helicities and leaves $s$ and $u$ unchanged. A left-handed electron thus has the same two squares with the photon helicities interchanged. In physical terms, the square is $-4e^4s/u$ when electron and photon helicities have the same sign and $-4e^4u/s$ when they have opposite signs. The two electron helicities together give $-8e^4(u/s+s/u)$. There are $2\times2$ initial helicity states, so
\begin{equation}
\overline{|M|^2}=\frac14\sum|M|^2=-2e^4\left(\frac us+\frac su\right).
\label{avg}
\end{equation}

\subsection{Scattering through $60^\circ$}

In the centre-of-momentum frame let every particle have energy $E$, and let $\theta$ be the scattering angle. The emitted photon moves opposite to $\mathbf p'$, so $p\cdot k'=E^2(1+\cos\theta)$ and
\begin{equation}
s=4E^2,\qquad u=-4E^2\cos^2(\theta/2),\qquad \frac us=-\cos^2(\theta/2).
\end{equation}
With $E=1$ and $\theta=60^\circ$ this is $s=4$, $u=-3$. The squares are $4\times0.75=3$ for opposite helicities and $4\times1.3333=5.3333$ for the same helicities, in units of $e^4$. The average is
\begin{equation}
\overline{|M|^2}=\frac{2(3+5.3333)}4e^4=4.1667\,e^4 .
\end{equation}
With $e^4=(0.091701)^2=0.0084091$, it equals $0.03504$, a dimensionless number. In the numerical output an independent evaluation with Dirac traces gives the same $4.1667\,e^4$.

The angular dependence follows from
\begin{equation}
|M|_{\rm opp}=2e^2\cos(\theta/2),\qquad |M|_{\rm same}=\frac{2e^2}{\cos(\theta/2)} .
\end{equation}
In the forward limit both squares tend to $4e^4$, and so does the average. Towards the backward direction they separate: at $150^\circ$ they are $0.268\,e^4$ and $59.7\,e^4$, and the average has risen to $30.0\,e^4$.

Angular momentum and the pole at $u=0$ together account for both trends. For a right-handed electron moving along $+z$ and a photon of helicity $-1$ moving along $-z$, the initial spin component is $J_z=\frac12+1=\frac32$. After exactly backward scattering both directions of motion are reversed at fixed helicity, and $J_z=-\frac32$. Orbital motion along $z$ adds nothing to $J_z$, so angular momentum forbids this transition. For a photon of helicity $+1$ the values are $-\frac12$ and $+\frac12$, which also differ, so the mismatch alone does not separate the two cases. Its size does. In every partial wave, rotating the spin projection from the old direction of motion to the new one brings a factor $\cos^3(\theta/2)$ for projection $\frac32$, but only $\cos(\theta/2)$ for projection $-\frac12$. The pole $1/u$ brings $1/\cos^2(\theta/2)$. The products are $\cos(\theta/2)$ and $1/\cos(\theta/2)$, the two dependences found above. This argument fixes them only up to a factor that is regular at $\theta=180^\circ$; that the factor is a constant follows from the explicit amplitudes.

The growth of the second square shows where the massless model ends. For a real electron of mass $m$ the denominator of the $u$ diagram is $u-m^2$, which stays away from zero as $u\to0$. Equation (\ref{avg}) needs both $s$ and $|u|$ to be large compared with $m^2$; high energy alone is not enough close to the backward direction.

\section{Variation 1: a less convenient reference}

\emph{Use one generic reference $q$ for both photons, with labels $(+,+)$. How does the zero arise?}

From (\ref{ends}), $\slashed E|p\rangle$ and $\slashed E'|p\rangle$ no longer vanish. The $s$ diagram contains $\langle q|(\slashed p+\slashed k)|k]=\langle qp\rangle[pk]$, and the $u$ diagram contains $\langle q|(\slashed p-\slashed k')|k']=\langle qp\rangle[pk']$. With $s=-\langle pk\rangle[pk]$ and $u=\langle pk'\rangle[pk']$,
\begin{align}
M_s&=\frac{2e^2\langle qp\rangle^2}{\langle qk\rangle\langle qk'\rangle}\,\frac{[p'k']}{\langle pk\rangle},\\
M_u&=-\frac{2e^2\langle qp\rangle^2}{\langle qk\rangle\langle qk'\rangle}\,\frac{[p'k]}{\langle pk'\rangle}.
\end{align}
Placing $p+k-p'-k'=0$ between $[p'|$ and $|p\rangle$ gives $[p'k]\langle kp\rangle=[p'k']\langle k'p\rangle$, hence $[p'k']/\langle pk\rangle=[p'k]/\langle pk'\rangle$. The diagrams cancel.

At $60^\circ$, let the scattering plane be $xz$ and $q=(1,0,1,0)$, which points along $y$. Then $|\langle qp\rangle|=|\langle qk\rangle|=|\langle qk'\rangle|=\sqrt2$, the first fraction in $M_s$ has modulus $2e^2$, and the second has modulus $2/2=1$. Each diagram has modulus $2e^2$, and their computed ratio is $-1$. The choice (\ref{rule}) replaces this cancellation by two separate zeros.

\section{Variation 2: a small electron mass}

\emph{Restore a mass $m\ll E$ at fixed angle, $E$ being the photon energy. How does the share of photon flips in the helicity-summed square depend on $m$?}

A massive helicity spinor has one chiral part of size $\sqrt{E_e+|\mathbf p|}$, with $E_e$ the electron energy, and another of size $m/\sqrt{E_e+|\mathbf p|}$. The propagator numerator also gains a term $m$. Each such factor of $m$ reverses the chirality once. Amplitudes that flip the electron helicity therefore contain odd powers of $m$, and those that preserve it contain even powers. The denominators $2p\cdot k$ and $-2p\cdot k'$ stay nonzero at fixed $\theta<180^\circ$, so the expansion in $m$ is regular.

The photon-flip amplitudes vanish at $m=0$. They start at order $m$ or a higher odd power if the electron flips too, and at order $m^2$ or a higher even power if it does not. The sum of their squares starts at order $m^2$, provided at least one amplitude has a nonzero linear coefficient, while the total square starts at order one. The flip share is then proportional to $(m/E)^2$, with a coefficient that depends on the angle, as long as $m^2\ll|u|$ also holds.

At $60^\circ$ the computed shares are $1.334\times10^{-6}$ for $m/E=0.02$ and $3.334\times10^{-7}$ for $m/E=0.01$. Their ratio is $4.001$, so at least one linear coefficient is nonzero, and halving the mass divides the share by nearly four. At this angle, tree-level photon-helicity conservation thus holds in the massless limit but not at the two masses computed. In exactly forward scattering it holds for any mass: a photon flip would change $J_z$ by two units, and the electron spin can make up only one. In exactly backward scattering the same counting gives the opposite result: keeping the photon helicity would change its $J_z$ by two units, so for any nonzero mass every surviving amplitude flips the photon and the share is one. The small shares above also belong to high energies: with $m=511$ keV, $m/E=0.02$ means $E\approx26$ MeV. X-ray Compton scattering has $E<m$, where neither this expansion nor the helicity rule applies. Loop corrections have not been examined here.

\section*{Numbers as computed}
\begin{verbatim}
Energy unit: photon energy in the centre-of-momentum frame
scattering angle = 60.0 degrees
s = 4.000000 energy units squared
t = -1.000000 energy units squared
u = -3.000000 energy units squared
u/s = -0.750000 (dimensionless)
s/u = -1.333333 (dimensionless)
|<p k>| = 2.000000 energy units
|<p k_out>| = 1.732051 energy units
|[p_out k]| = 1.732051 energy units
|[p_out k_out]| = 2.000000 energy units
Right-handed electron, physical photon helicities in -> out:
  +1 -> +1: |M| = 2.309401 e^2, |M|^2 = 5.333333 e^4
  +1 -> -1: |M| = 0.000000 e^2, |M|^2 = 0.000000 e^4
  -1 -> +1: |M| = 0.000000 e^2, |M|^2 = 0.000000 e^4
  -1 -> -1: |M| = 1.732051 e^2, |M|^2 = 3.000000 e^4
sum over all helicities = 16.666667 e^4
average from amplitudes = 4.166667 e^4
average from traces = 4.166667 e^4
e^2 = 0.09170124 (dimensionless)
e^4 = 0.00840912 (dimensionless)
average |M|^2 = 0.03503799 (dimensionless)
Equal labels (+,+), both references q = (1,0,1,0):
  |s diagram| = 2.000000 e^2
  |u diagram| = 2.000000 e^2
  u diagram / s diagram = -1.000000
  |sum| below 1e-10 e^2: True
Angle (degrees), opposite-helicity square, same-helicity square,
and average, squares in e^4 (electron versus photon helicity):
   30  3.732051  4.287187  4.009619
   60  3.000000  5.333333  4.166667
   90  2.000000  8.000000  5.000000
  120  1.000000  16.000000  8.500000
  150  0.267949  59.712813  29.990381
Photon-flip share of the summed square, electron mass restored:
  mass = 0.02 energy units: share = 1.333875e-06
  mass = 0.01 energy units: share = 3.333672e-07
ratio of the two shares = 4.00122
\end{verbatim}
